# Why a Metal s Orbital above a Graphene Hexagon Misses Zone-Corner States: test program

```python
"""
Result under test: a metal s orbital above the centre of a graphene hexagon
has zero coupling to all states at the zone corners K and K' = -K, because
the three Bloch phases on each sublattice add to zero.  Near K the coupling
per sublattice is t_s*|E|/t, which gives the golden-rule half-width
(2/sqrt 3) t_s^2 |E|^3 / t^4 (mean over +E and -E).

Symbols: a = C-C distance, t = carbon hopping, t_s = metal-carbon hopping to
each of the six nearest atoms, E = energy from the Dirac point, q = wavevector
from K, u = sideways shift of the metal orbital, f = sum of three phases.
Lengths in nm, energies in eV.  The origin is the hexagon centre.
"""
import numpy as np
from scipy import constants as const

# ---------- rough typical model parameters ----------
a, t, t_s = 0.142, 2.7, 0.5
height, decay = 0.20, 0.05
E0, temperature, u_vib = 0.2, 300.0, 0.010
kT = const.k * temperature / const.e
hbar_eVs = const.hbar / const.e

# ---------- geometry ----------
angles = np.radians([90.0, 210.0, 330.0])
d = a * np.column_stack([np.cos(angles), np.sin(angles)])
a1 = np.sqrt(3) * a * np.array([1.0, 0.0])
a2 = np.sqrt(3) * a * np.array([0.5, np.sqrt(3) / 2])
cell_area = abs(a1[0] * a2[1] - a1[1] * a2[0])
K = np.array([4 * np.pi / (3 * np.sqrt(3) * a), 0.0])
cells = np.array([i * a1 + j * a2 for i in range(-9, 10)
                  for j in range(-9, 10)])
A_sites, B_sites = cells + d[0], cells - d[0]
NEAREST, ALL = 1.01 * a, 1.3
ZERO = np.zeros(2)
d0 = np.hypot(a, height)


def hopping(r_plane):
    """s-p_z hopping: direction cosine times exponential decay."""
    dist = np.hypot(r_plane, height)
    return t_s * (d0 / dist) * np.exp(-(dist - d0) / decay)


def couplings(k, u=ZERO, rmax=NEAREST):
    """sqrt(N)<s|H|A,k> and sqrt(N)<s|H|B,k> by explicit site sums."""
    result = []
    for sites in (A_sites, B_sites):
        r = sites[np.hypot(sites[:, 0], sites[:, 1]) < rmax]
        hop = hopping(np.hypot(r[:, 0] - u[0], r[:, 1] - u[1]))
        result.append(np.exp(1j * (k @ r.T)) @ hop)
    return result


bonds = B_sites - d[0]
bonds = bonds[np.hypot(bonds[:, 0], bonds[:, 1]) < NEAREST]
assert len(bonds) == 3


def bloch_hamiltonian(k):
    off = -t * np.exp(1j * (k @ bonds.T)).sum(axis=-1)
    H = np.zeros(off.shape + (2, 2), complex)
    H[..., 0, 1], H[..., 1, 0] = off, off.conj()
    return H


# ---------- cancellation at the corners, nearest and all shells ----------
largest_nn = max(abs(v) for k in (K, -K) for v in couplings(k))
largest_all = max(abs(v) for k in (K, -K) for v in couplings(k, rmax=ALL))
gamma_coupling = abs(couplings(ZERO)[0])
assert largest_nn < 1e-12 and largest_all < 1e-12
assert gamma_coupling > t_s

# A 120-degree turn multiplies the corner states by opposite phase factors.
c3, s3 = np.cos(2 * np.pi / 3), np.sin(2 * np.pi / 3)
turn = np.array([[c3, -s3], [s3, c3]])
factors = []
for sites in (A_sites, B_sites):
    factor = np.exp(1j * ((sites @ turn.T - sites) @ K))
    assert np.ptp(factor.real) < 1e-10 and np.ptp(factor.imag) < 1e-10
    factors.append(factor[0])
assert abs(factors[0] - factors[1].conj()) < 1e-10
assert abs(factors[0] - 1) > 1 and abs(factors[0]**3 - 1) < 1e-10

# A p_x orbital has hopping proportional to the cosine of the bond angle.
px_A = abs(np.sum(np.cos(angles) * np.exp(1j * (d @ K))))
px_B = abs(np.sum(-np.cos(angles) * np.exp(-1j * (d @ K))))
assert abs(px_A - 1.5) < 1e-12 and abs(px_B - 1.5) < 1e-12


# ---------- real-space sheet with one added orbital ----------
def zero_modes(position, L=6, level=0.3):
    base = [i * a1 + j * a2 for i in range(L) for j in range(L)]
    sites = np.array([R + b for R in base for b in (d[0], -d[0])])
    images = [L * (i * a1 + j * a2) for i in range(-2, 3)
              for j in range(-2, 3)]

    def near(p, lower):
        dist = np.min([np.hypot(*(sites - p + S).T) for S in images], axis=0)
        return (dist < NEAREST) & (dist > lower)

    n = len(sites)
    H = np.zeros((n + 1, n + 1))
    for i in range(n):
        H[i, :n] = -t * near(sites[i], 0.5 * a)
    linked = near(position, -1.0)
    if np.min(np.hypot(*(sites - position).T)) < 1e-9:
        linked = np.hypot(*(sites - position).T) < 1e-9
    H[n, :n] = H[:n, n] = t_s * linked
    H[n, n] = level
    assert np.allclose(H, H.T)
    energy, vec = np.linalg.eigh(H)
    zero = abs(energy) < 1e-9
    return linked.sum(), zero.sum(), np.sum(vec[n, zero]**2)


links_h, modes_hollow, weight_hollow = zero_modes(a1 + a2)
links_t, modes_top, weight_top = zero_modes(d[0])
assert links_h == 6 and links_t == 1
assert modes_hollow == 4 and modes_top == 3
assert weight_hollow < 1e-12

# ---------- slope near K and band-resolved coupling ----------
for direction in np.radians([0, 37, 90, 200]):
    q = 1e-4 / a * np.array([np.cos(direction), np.sin(direction)])
    for v in couplings(K + q):
        assert abs(abs(v) / (1.5e-4 * t_s) - 1) < 1e-3

rng = np.random.default_rng(4)
k_random = rng.uniform(-20, 20, (200, 2))
band_E, U = np.linalg.eigh(bloch_hamiltonian(k_random))
vA, vB = couplings(k_random)
f = np.exp(1j * (k_random @ d.T)).sum(axis=1)
for band, sign in ((0, -1), (1, 1)):
    numeric = abs(vA * U[:, 0, band] + vB * U[:, 1, band])**2
    formula = t_s**2 * abs(f)**2 * (1 - sign * np.cos(3 * np.angle(f)))
    assert np.allclose(numeric, formula, atol=1e-10)
    assert np.allclose(band_E[:, band], sign * t * abs(f), atol=1e-10)


# ---------- golden-rule half-widths from meshes around both valleys ----------
def half_widths(E, n=300, window=0.05):
    """pi * sum |V|^2 delta(E - E_k) for hollow and one-atom positions."""
    qmax = 1.6 * abs(E) / (1.5 * a * t)
    step = 2 * qmax / n
    gx = -qmax + (np.arange(n) + 0.37) * step
    gy = -qmax + (np.arange(n) + 0.61) * step
    q = np.stack(np.meshgrid(gx, gy, indexing="ij"), axis=-1)
    hollow = top = 0.0
    for corner in (K, -K):
        k = corner + q
        energy, vec = np.linalg.eigh(bloch_hamiltonian(k))
        cA, cB = couplings(k)
        inside = abs(energy - E) < window * abs(E)
        amp = cA[..., None] * vec[..., 0, :] + cB[..., None] * vec[..., 1, :]
        hollow += np.sum(abs(amp[inside])**2)
        top += np.sum(abs(t_s * vec[..., 0, :][inside])**2)
    norm = np.pi * step**2 * cell_area / (4 * np.pi**2)
    norm /= 2 * window * abs(E)
    return hollow * norm, top * norm


hollow_plus, top_plus = half_widths(E0)
hollow_minus, top_minus = half_widths(-E0)
hollow_num = (hollow_plus + hollow_minus) / 2
top_num = (top_plus + top_minus) / 2
half_p, half_m = half_widths(E0 / 2), half_widths(-E0 / 2)
power_hollow = np.log2(2 * hollow_num / (half_p[0] + half_m[0]))
power_top = np.log2(2 * top_num / (half_p[1] + half_m[1]))
hollow_formula = 2 / np.sqrt(3) * t_s**2 * E0**3 / t**4
top_formula = t_s**2 * E0 / (np.sqrt(3) * t**2)
# 2 %: finite energy window, mesh edges and curvature of the bands
assert abs(hollow_num / hollow_formula - 1) < 0.02
assert abs(top_num / top_formula - 1) < 0.02
assert abs(power_hollow - 3) < 0.04 and abs(power_top - 1) < 0.04

# ---------- sideways shift of the orbital ----------
g = (a / d0) * (1 / decay + 1 / d0)
for direction in np.radians([0, 25, 90]):
    u = 1e-5 * np.array([np.cos(direction), np.sin(direction)])
    for v in couplings(K, u):
        assert abs(abs(v) / (1.5 * t_s * g * 1e-5) - 1) < 2e-3
# Squares of shift and wavevector couplings add after averaging direction.
u = np.array([0.01 / g, 0.0])
mean_square = np.mean([
    np.mean([abs(v)**2 for v in couplings(
        K + 0.01 / a * np.array([np.cos(p), np.sin(p)]), u)])
    for p in np.arange(24) * np.pi / 12])
assert abs(mean_square / (2 * (0.015 * t_s)**2) - 1) < 0.02

residual = t_s * E0 / t
u_equal = (E0 / t) / (1.5 * g)
shift_linear = 1.5 * t_s * g * u_vib
shift_full = np.sqrt(np.mean([
    abs(v)**2 for p in np.arange(24) * np.pi / 12
    for v in couplings(K, u_vib * np.array([np.cos(p), np.sin(p)]), ALL)]))

# ---------- farther shells change the slope, not the zero ----------
q_small = np.array([1e-4 / a, 0.0])
slope_nn = abs(couplings(K + q_small)[0])
slope_two = abs(couplings(K + q_small, rmax=2.05 * a)[0]) / slope_nn
slope_all = abs(couplings(K + q_small, rmax=ALL)[0]) / slope_nn
t_2 = hopping(2 * a)
assert abs(slope_two - (1 - 2 * t_2 / t_s)) < 1e-3

# ---------- other positions at the same height, all shells ----------
top_A, top_B = [abs(v) for v in couplings(K, d[0], ALL)]
bridge_A, bridge_B = [abs(v) for v in couplings(K, (d[0] - d[2]) / 2, ALL)]
assert top_B < 1e-6 and top_A > t_s

# ---------- thermal spread and level shift ----------
x = np.linspace(-40, 40, 8001)
weight = 1 / (4 * np.cosh(x / 2)**2)
thermal = np.sum(weight * abs(E0 + kT * x)**3) / np.sum(weight) / E0**3

n = 90
b = 2 * np.pi * np.linalg.inv(np.array([a1, a2])).T
s = (np.arange(n) + 0.5) / n
kk = (s[:, None, None] * b[0] + s[None, :, None] * b[1]).reshape(-1, 2)
v = np.stack(couplings(kk), axis=-1)
green = np.linalg.inv(-bloch_hamiltonian(kk))
level_shift = np.einsum("ki,kij,kj->k", v, green, v.conj()).real.mean()
fk = np.exp(1j * (kk @ d.T)).sum(axis=1)
shift_formula = 2 * t_s**2 / t * np.mean(abs(fk) * np.cos(3 * np.angle(fk)))
assert abs(level_shift - shift_formula) < 1e-9

# ---------- printed numbers ----------
phase_A = np.round(np.degrees(np.angle(np.exp(1j * (d @ K)))), 6) + 0.0
phase_B = np.round(np.degrees(np.angle(np.exp(-1j * (d @ K)))), 6) + 0.0
print(f"C-C distance a: {a:.3f} nm")
print(f"carbon hopping t: {t:.2f} eV")
print(f"metal-carbon hopping t_s: {t_s:.2f} eV")
print(f"metal height: {height:.2f} nm")
print(f"hopping decay length: {decay:.2f} nm")
print(f"energy from Dirac point E: {E0:.2f} eV")
print(f"temperature: {temperature:.0f} K, kT: {kT:.4f} eV")
print(f"K length: {K[0]:.3f} 1/nm")
print("A phases at K:", *[f"{p:.0f}" for p in phase_A], "degrees")
print("B phases at K:", *[f"{p:.0f}" for p in phase_B], "degrees")
print(f"largest corner coupling, nearest: {largest_nn:.1e} eV")
print(f"largest corner coupling, all shells: {largest_all:.1e} eV")
print(f"coupling per sublattice at zone centre: {gamma_coupling:.3f} eV")
print(f"zero modes, 72-atom sheet, orbital over hexagon: {modes_hollow}")
print(f"zero modes, 72-atom sheet, orbital over atom: {modes_top}")
print(f"q at E: {E0 / (1.5 * a * t):.4f} 1/nm")
print(f"residual coupling t_s E/t: {residual:.4f} eV")
print(f"hollow half-width, formula: {hollow_formula * 1e6:.2f} ueV")
print(f"hollow half-width, mesh mean: {hollow_num * 1e6:.2f} ueV")
print(f"hollow half-width, mesh at +E: {hollow_plus * 1e6:.2f} ueV")
print(f"hollow half-width, mesh at -E: {hollow_minus * 1e6:.2f} ueV")
print(f"top half-width, formula: {top_formula * 1e6:.1f} ueV")
print(f"top half-width, mesh mean: {top_num * 1e6:.1f} ueV")
print(f"hollow/top width ratio, formula: {hollow_formula / top_formula:.5f}")
print(f"hollow/top width ratio, mesh: {hollow_num / top_num:.5f}")
print(f"energy power, hollow: {power_hollow:.3f}, top: {power_top:.3f}")
time_h = hbar_eVs / (2 * hollow_formula) * 1e12
time_t = hbar_eVs / (2 * top_formula) * 1e12
print(f"transfer time, hollow: {time_h:.2f} ps, top: {time_t:.4f} ps")
print(f"second-shell hopping t_2: {t_2:.4f} eV")
print(f"slope factor, two shells: {slope_two:.4f}")
print(f"slope factor, all shells: {slope_all:.4f}")
print(f"width factor, all shells: {slope_all**2:.4f}")
print(f"thermal factor on hollow width: {thermal:.4f}")
print(f"in-plane hopping decay rate g: {g:.3f} 1/nm")
print(f"shift equal to residual coupling: {u_equal:.5f} nm")
print(f"vibration amplitude taken: {u_vib:.3f} nm")
print(f"corner coupling from vibration, linear: {shift_linear:.4f} eV")
print(f"corner coupling from vibration, all shells: {shift_full:.4f} eV")
print(f"vibration/residual width ratio: {(shift_linear / residual)**2:.2f}")
print(f"p_x phase sum at K on A: {px_A:.3f}, on B: {px_B:.3f}")
px_equal = (E0 / t / px_A)**2
print(f"p_x weight equal to residual (same hopping): {px_equal:.5f}")
print(f"corner coupling over A atom: A {top_A:.3f}, B {top_B:.3f} eV")
print(f"corner coupling at bridge: A {bridge_A:.3f}, B {bridge_B:.3f} eV")
print(f"level shift of hollow orbital at E=0: {level_shift:.4f} eV")
print("all good")
```

Output:

```
C-C distance a: 0.142 nm
carbon hopping t: 2.70 eV
metal-carbon hopping t_s: 0.50 eV
metal height: 0.20 nm
hopping decay length: 0.05 nm
energy from Dirac point E: 0.20 eV
temperature: 300 K, kT: 0.0259 eV
K length: 17.031 1/nm
A phases at K: 0 -120 120 degrees
B phases at K: 0 120 -120 degrees
largest corner coupling, nearest: 4.6e-16 eV
largest corner coupling, all shells: 4.6e-16 eV
coupling per sublattice at zone centre: 1.500 eV
zero modes, 72-atom sheet, orbital over hexagon: 4
zero modes, 72-atom sheet, orbital over atom: 3
q at E: 0.3478 1/nm
residual coupling t_s E/t: 0.0370 eV
hollow half-width, formula: 43.46 ueV
hollow half-width, mesh mean: 43.61 ueV
hollow half-width, mesh at +E: 43.67 ueV
hollow half-width, mesh at -E: 43.54 ueV
top half-width, formula: 3959.9 ueV
top half-width, mesh mean: 3963.9 ueV
hollow/top width ratio, formula: 0.01097
hollow/top width ratio, mesh: 0.01100
energy power, hollow: 3.002, top: 1.002
transfer time, hollow: 7.57 ps, top: 0.0831 ps
second-shell hopping t_2: 0.0458 eV
slope factor, two shells: 0.8166
slope factor, all shells: 0.8065
width factor, all shells: 0.6504
thermal factor on hollow width: 1.1649
in-plane hopping decay rate g: 13.939 1/nm
shift equal to residual coupling: 0.00354 nm
vibration amplitude taken: 0.010 nm
corner coupling from vibration, linear: 0.1045 eV
corner coupling from vibration, all shells: 0.0909 eV
vibration/residual width ratio: 7.97
p_x phase sum at K on A: 1.500, on B: 1.500
p_x weight equal to residual (same hopping): 0.00244
corner coupling over A atom: A 1.255, B 0.000 eV
corner coupling at bridge: A 0.786, B 0.786 eV
level shift of hollow orbital at E=0: 0.2172 eV
all good
```
